# Franz-Keldysh oscillation positions and the field at a semiconductor contact, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The optical response in a uniform field

### Dimensions and symmetry

An electron and a hole created together near a parabolic band edge separate under an electric field. Their relative motion along the field contains two constants: \(\hbar^2/2\mu\), an energy times a length squared, and \(eF\), an energy divided by a length. Here \(\mu\) is the reduced mass, \(e>0\) the elementary charge and \(F\) the field magnitude. An energy built from them has the form \((\hbar^2/2\mu)^p(eF)^q\). The power of energy requires \(p+q=1\), and the power of length requires \(2p-q=0\). Thus \(p=1/3\), \(q=2/3\), and the energy scale is

\[
\hbar\theta=\left(\frac{e^2\hbar^2F^2}{2\mu}\right)^{1/3}. \tag{1}
\]

If no other energy matters, every feature of the spectrum lies at \(E_n-E_g=\hbar\theta\,x_n\), where \(E\) is the photon energy, \(E_g\) the gap and \(x_n\) a pure number. Consequently \(E_n-E_g\propto F^{2/3}\) at fixed index, and \((E_n-E_g)^{3/2}\) is linear in \(F\). Reversing the field is equivalent to reflecting the separation coordinate, which leaves the point of zero separation in place. The positions therefore give the magnitude of the field and not its sign.

Dimensions do not supply the numbers \(x_n\). They also cease to fix the form when broadening, Coulomb attraction or band nonparabolicity introduces another energy. The numbers follow from the wave mechanics of the pair.

### The pair model

Let \(\mathbf r=\mathbf r_e-\mathbf r_h\). With the field along \(z\), the electron has potential energy \(eFz_e\) and the hole \(-eFz_h\), so their sum is \(eFz\). I assume a uniform field, isotropic parabolic bands, a dipole-allowed transition at a three-dimensional band minimum (an M\(_0\) edge), and no Coulomb attraction.

The photon carries negligible momentum. It creates a superposition of pair states of all relative wavevectors \(\mathbf k\), with a nearly constant interband matrix element. The total matrix element is then proportional to \(\sum_{\mathbf k}\phi_{\mathbf k}\), which is the relative wavefunction at zero separation. The transition rate at fixed vector potential is proportional to

\[
J(E)=\sum_\lambda|\phi_\lambda(0)|^2
\delta(E-E_g-\varepsilon_\lambda). \tag{2}
\]

For time dependence \(e^{-i\omega t}\), the electric-field amplitude is \(\omega\) times the vector-potential amplitude, apart from a phase. The absorbed power is the rate times \(\hbar\omega\), and it is also proportional to \(\omega\,\mathrm{Im}\,\epsilon\) times the squared electric field. Equating the two gives

\[
\mathrm{Im}\,\epsilon(E)=\frac{K}{E^2}J(E), \tag{3}
\]

with \(K\) constant within the model.

### Motion along the field

The longitudinal equation is

\[
-\frac{\hbar^2}{2\mu}\phi''+eFz\phi=\varepsilon\phi. \tag{4}
\]

Choose the length \(\ell=(\hbar^2/2\mu eF)^{1/3}\). Then \(\hbar^2/(2\mu\ell^2)=eF\ell=\hbar\theta\). With \(t=z/\ell-\varepsilon/\hbar\theta\), division by \(\hbar\theta\) turns equation (4) into \(\phi''(t)=t\phi(t)\). The wave must decay at large positive \(z\), where the potential rises, so \(\phi=N\,\mathrm{Ai}(t)\).

The spectrum is continuous and the normalization is \(\int\phi_\varepsilon\phi_{\varepsilon'}dz=\delta(\varepsilon-\varepsilon')\). Use

\[
\mathrm{Ai}(t)=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,e^{i(qt+q^3/3)}. \tag{5}
\]

In \(\int\mathrm{Ai}(t-a)\mathrm{Ai}(t-b)dt\), the \(t\) integration forces the two Fourier variables to be opposite. Their cubic phases cancel, leaving \(\int dq\,e^{-iq(a-b)}/2\pi=\delta(a-b)\). Therefore

\[
N^2\ell\,\delta\!\left(\frac{\varepsilon-\varepsilon'}{\hbar\theta}\right)
=N^2\ell\hbar\theta\,\delta(\varepsilon-\varepsilon')
\]

must equal \(\delta(\varepsilon-\varepsilon')\). Since \(\ell=\hbar\theta/eF\),

\[
|\phi_\varepsilon(0)|^2=\frac{eF}{(\hbar\theta)^2}
\mathrm{Ai}^2\!\left(-\frac{\varepsilon}{\hbar\theta}\right). \tag{6}
\]

### Adding the transverse motion

The two transverse directions are free. Their density of states per area and energy is

\[
\rho_\perp=\int\frac{d^2k}{(2\pi)^2}
\delta\!\left(\varepsilon_\perp-\frac{\hbar^2k^2}{2\mu}\right)
=\frac{1}{2\pi}k\frac{dk}{d\varepsilon_\perp}
=\frac{\mu}{2\pi\hbar^2}, \tag{7}
\]

a constant. A photon of energy \(E\) can leave any transverse energy \(\varepsilon_\perp\geq0\), so equation (6) must be summed over it. Define \(x=(E-E_g)/\hbar\theta\) and substitute \(t=-x+\varepsilon_\perp/\hbar\theta\):

\[
J=\rho_\perp\frac{eF}{(\hbar\theta)^2}
\int_0^\infty\mathrm{Ai}^2\!\left(-x+\frac{\varepsilon_\perp}{\hbar\theta}\right)d\varepsilon_\perp
=\rho_\perp\frac{eF}{\hbar\theta}\int_{-x}^{\infty}\mathrm{Ai}^2(t)\,dt. \tag{8}
\]

The integral has a closed form because \(\mathrm{Ai}''=t\mathrm{Ai}\):

\[
\frac{d}{dt}(t\mathrm{Ai}^2-\mathrm{Ai}'^2)
=\mathrm{Ai}^2+2t\mathrm{Ai}\mathrm{Ai}'-2t\mathrm{Ai}\mathrm{Ai}'
=\mathrm{Ai}^2. \tag{9}
\]

The upper limit contributes zero, and subtracting the lower limit gives

\[
J=\rho_\perp\frac{eF}{\hbar\theta}G_2(x),\qquad
G_2(x)=\mathrm{Ai}'^2(-x)+x\mathrm{Ai}^2(-x). \tag{10}
\]

A prime on an Airy function always means differentiation with respect to its own argument.

Equation (10) was tested by diagonalizing a finite-difference version of equation (4) at 0.09 and 0.18 MV/cm, with the reduced mass 0.05624 \(m_0\) used below. Both sides were smoothed by a Gaussian of standard deviation \(0.3\hbar\theta\). From \(1.3\hbar\theta\) to 0.30 eV above the gap, the largest differences were \(1.0\times10^{-4}\) and \(0.9\times10^{-4}\) in units of \(eF/\hbar\theta\). The largest field-induced changes were 0.028 in the same units, so the test resolves the oscillation and its scaling with field.

Without a field, the three-dimensional density of states is

\[
J_0=\frac{1}{4\pi^2}\left(\frac{2\mu}{\hbar^2}\right)^{3/2}\sqrt{E-E_g}. \tag{11}
\]

Because \(eF/\hbar\theta=1/\ell=\sqrt{2\mu\hbar\theta}/\hbar\), this equals \(\rho_\perp(eF/\hbar\theta)\sqrt{x}/\pi\) above the gap. The apparent field dependence cancels. In a field there is also absorption below the gap: for \(x=-y\), with \(y\) large, the decaying solution of \(\mathrm{Ai}''=t\mathrm{Ai}\) varies mainly as \(e^{-2t^{3/2}/3}\). Its square gives an absorption tail whose dominant factor is \(e^{-4y^{3/2}/3}\). This is tunnelling of the pair to zero separation. Above the gap, the wave reflected by the rising potential returns to zero separation and interferes with the newly created wave. That interference makes the oscillation.

### The accompanying real response

A reflectance measurement also sees the change in \(\mathrm{Re}\,\epsilon\). It follows from the same pair motion if the delta function in equation (2) is replaced by the causal response \((\varepsilon_\lambda+E_g-E-i0)^{-1}/\pi\), whose imaginary part is that delta function. The counter-rotating term is smooth near the gap and is omitted.

In scaled units, the one-dimensional response \(g\) at photon energy \(x\) solves

\[
\left(-\frac{d^2}{ds^2}+s-x-i0\right)g(s)=\delta(s),\qquad s=z/\ell. \tag{12}
\]

To the right of the origin \(g\) must be proportional to \(\mathrm{Ai}(s-x)\). To the left it must be an outgoing wave, proportional to \(\mathrm{Bi}(s-x)+i\mathrm{Ai}(s-x)\). The latter has phase \(e^{+2i|s-x|^{3/2}/3}\) far to the left, as equation (18) will show; with \(e^{-i\omega t}\), its crests move left.

Write \(a(x)=\mathrm{Ai}(-x)\) and \(h(x)=\mathrm{Bi}(-x)+i\mathrm{Ai}(-x)\). Continuity allows \(g(0)=c\,a\,h\). Integrating equation (12) across the origin requires the derivative of \(g\) to jump by \(-1\). With all Airy functions at \(-x\), that jump is

\[
c[\mathrm{Ai}'(\mathrm{Bi}+i\mathrm{Ai})-\mathrm{Ai}(\mathrm{Bi}'+i\mathrm{Ai}')]
=-c(\mathrm{Ai}\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi})=-\frac{c}{\pi}, \tag{13}
\]

where the last step uses the Wronskian \(\mathrm{Ai}\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi\). Hence \(c=\pi\), and the complex longitudinal density is \(g/\pi=ah\). Its imaginary part is \(\mathrm{Ai}^2(-x)\), as required.

The constant transverse density again turns this quantity into an accumulated one. We need \(f\) with \(df/dx=ah\). Both functions satisfy \(a''=-xa\) and \(h''=-xh\), where these primes are derivatives with respect to \(x\). Try \(f=a'h'+xah\):

\[
f'=-xah'-xa'h+ah+xa'h+xah'=ah. \tag{14}
\]

Changing back to Airy derivatives introduces two minus signs in \(a'h'\), which cancel. Thus

\[
f=G_1+iG_2,\qquad
G_1(x)=\mathrm{Ai}'(-x)\mathrm{Bi}'(-x)+x\mathrm{Ai}(-x)\mathrm{Bi}(-x). \tag{15}
\]

The zero-field function is \(f_0=i\sqrt{x}/\pi\), with the root continued through the upper half plane. At \(x=-y\) it becomes \(-\sqrt{y}/\pi\). There the leading forms \(\mathrm{Ai}(y)\simeq e^{-\zeta}/(2\sqrt\pi y^{1/4})\) and \(\mathrm{Bi}(y)\simeq e^{\zeta}/(\sqrt\pi y^{1/4})\), with \(\zeta=2y^{3/2}/3\), give

\[
\mathrm{Ai}'\mathrm{Bi}'-y\mathrm{Ai}\mathrm{Bi}
\simeq-\frac{\sqrt y}{2\pi}-\frac{\sqrt y}{2\pi}
=-\frac{\sqrt y}{\pi}. \tag{16}
\]

Corrections are smaller by at least \(y^{-3/2}\), so \(f-f_0\) vanishes far below the gap and no integration constant is missing. The modulated response is

\[
\Delta\epsilon=\frac{K\rho_\perp}{E^2}\frac{eF}{\hbar\theta}\,\Delta f,
\qquad \Delta f=f-f_0. \tag{17}
\]

This means modulation between \(F\) and zero field. At \(x=1\), 2.5 and 4, the real part was also tested against a principal-value integral over the absorptive part. The largest absolute difference was \(1.6\times10^{-6}\) in scaled units.

### The oscillation far above the gap

For positive large \(x\), equation (5) can be written as \(\mathrm{Ai}(-x)=\pi^{-1}\int_0^\infty\cos(q^3/3-xq)\,dq\). Its phase is stationary at \(q=\sqrt x\), where the value is \(-2x^{3/2}/3\) and the second derivative is \(2\sqrt x\). The Gaussian integral around that point contributes a width \(\sqrt{\pi/\sqrt x}\) and a phase \(\pi/4\). Therefore

\[
\mathrm{Ai}(-x)\simeq\frac{\sin\vartheta}{\sqrt\pi x^{1/4}},\quad
\mathrm{Bi}(-x)\simeq\frac{\cos\vartheta}{\sqrt\pi x^{1/4}},\quad
\vartheta\simeq\frac23x^{3/2}+\frac\pi4. \tag{18}
\]

The second function has the same amplitude and a quarter-cycle phase difference, consistent with the Wronskian. Equation (14) now gives

\[
f'\simeq\frac{\sin\vartheta\,e^{i\vartheta}}{\pi\sqrt x}
=\frac{i}{2\pi\sqrt x}(1-e^{2i\vartheta})
=\frac{i}{2\pi\sqrt x}+\frac{e^{4ix^{3/2}/3}}{2\pi\sqrt x}. \tag{19}
\]

The last equality uses \(e^{i\pi/2}=i\). Its first term is \(f_0'\). The second has phase derivative \(2\sqrt x\), so integration divides it by \(2i\sqrt x\) at leading order:

\[
\Delta f\simeq-\frac{i}{4\pi x}
\exp\!\left(\frac{4i}{3}x^{3/2}\right). \tag{20}
\]

Lifetime broadening replaces \(E\) by \(E+i\Gamma\). At \(x=8+0.2i\), equation (20) differs from the full function by 4.8% of that function. The approximation describes the oscillation well above the edge; it does not describe the edge itself.

## Part II. Indexed extrema and the contact field

### Results carried forward

The scaled energy is \(x=(E-E_g)/\hbar\theta\), with \((\hbar\theta)^3=e^2\hbar^2F^2/(2\mu)\). Here \(F\) is the field magnitude, \(\mu\) the pair's reduced mass and \(E_g\) the gap. For modulation between \(F\) and zero, \(\Delta\epsilon\) is proportional to \(\Delta f\), whose large-\(x\) derivative is \(e^{4ix^{3/2}/3}/(2\pi\sqrt x)\). The time factor is \(e^{-i\omega t}\).

### Positions and slope

For a small modulation, reflectance responds linearly: \(\Delta R/R=A\,\mathrm{Re}\,\Delta\epsilon+B\,\mathrm{Im}\,\Delta\epsilon\), with real \(A\) and \(B\). This is \(\mathrm{Re}[(A-iB)\Delta\epsilon]\). Up to a positive factor, the signal is therefore

\[
s=\mathrm{Re}(e^{-i\psi}\Delta\epsilon), \tag{21}
\]

where \(\psi\) is the argument of \(A+iB\). If \(\psi\) and the prefactors vary slowly,

\[
\frac{ds}{dx}\propto\frac{\cos(4x^{3/2}/3-\psi)}{\sqrt x}. \tag{22}
\]

Its zeros are the maxima and minima, counted together:

\[
\frac43x_n^{3/2}=\pi\left(n-\frac12\right)+\psi. \tag{23}
\]

Equation (1) gives \((\hbar\theta)^{3/2}=e\hbar F/\sqrt{2\mu}\). Multiplication of equation (23) by \(3(\hbar\theta)^{3/2}/4\) yields

\[
(E_n-E_g)^{3/2}=\frac{3\pi}{4}\frac{e\hbar F}{\sqrt{2\mu}}
\left(n-\frac12+\frac\psi\pi\right). \tag{24}
\]

Let \(S\) be the slope of the left side against \(n\). Then

\[
F=\frac{4\sqrt{2\mu}}{3\pi e\hbar}\,S. \tag{25}
\]

A constant optical phase changes the intercept but not the slope. Adding the same integer to every index has the same effect. Omitting an extremum inside the sequence does change the slope.

For energies in eV and lengths in nm, write \(m=\mu/m_0\) and \(\kappa=\hbar^2/2m_0\). The field in V/nm is

\[
F=\frac{4S}{3\pi}\sqrt{\frac{m}{\kappa}}, \tag{26}
\]

with \(S\) in eV\(^{3/2}\), and 1 V/nm equals 10 MV/cm.

### Accuracy of the index

For the real response, \(\psi=0\), and \(f_0'\) is imaginary above the gap. Equation (14) then gives the exact condition \(\mathrm{Ai}(-x)\mathrm{Bi}(-x)=0\). The extrema are the interleaved zeros of the two functions. Their difference from equation (23) follows from a better phase.

Write \(\mathrm{Ai}(-x)=M\sin\vartheta\) and \(\mathrm{Bi}(-x)=M\cos\vartheta\). The Wronskian gives \(M^2\vartheta'=1/\pi\), and the Airy equation gives \(\vartheta'^2=x+M''/M\). At leading order \(M\propto x^{-1/4}\), so \(M''/M=5/(16x^2)\). Taking the square root and integrating,

\[
\vartheta=\frac23x^{3/2}+\frac\pi4-\frac{5}{48x^{3/2}}+\cdots. \tag{27}
\]

The product of the Airy functions vanishes when \(2\vartheta=n\pi\). Substituting the leading position \(x_n^{3/2}\simeq3\pi(n-1/2)/4\) in the small term gives

\[
\frac{4x_n^{3/2}}{3\pi}-\left(n-\frac12\right)
\simeq\frac{5}{18\pi^2(n-1/2)}. \tag{28}
\]

| \(n\) | exact \(x_n\) | leading \(x_n\) |
|---:|---:|---:|
| 1 | 1.174 | 1.115 |
| 2 | 2.338 | 2.320 |
| 4 | 4.088 | 4.082 |
| 8 | 6.787 | 6.784 |

The first leading value is 5% below the exact one, and the second 0.8% below. This is a reason to omit the first extremum from a fit. Equation (28) was tested on numerically located extrema up to \(x=8\): from the fourth onward it gave the index correction within 15%. The same held for the imaginary response with \(n-1/2\) replaced by \(n\).

Broadening also limits the useful range. Expanding the exponent in equation (20) for \(\Gamma\ll E-E_g\) gives the amplitude factor

\[
\exp\!\left[-\frac{2\Gamma\sqrt{E-E_g}}{(\hbar\theta)^{3/2}}\right]. \tag{29}
\]

The exponent grows with energy and as \(1/F\). At low field the oscillations crowd together and fade. At high field few extrema fit within the energy range where one parabolic edge is adequate.

The slope of \((E_n-E_g)^{3/2}\) against the extremum index gives the field magnitude through equation (25), once the gap and reduced mass are known, and a constant optical phase does not change it. It remains to try this on a synthetic spectrum of a GaAs contact and to estimate the errors that do change the slope.

Numerical values quoted here were computed with a short program.
